# The V-shaped well and the subbands of a triangular inversion layer

## Problem

An electron of mass $m$ moves on the whole line in the potential

$$V(x)=eF|x|,\qquad F>0,$$

where $e>0$ is the elementary charge. Energies are measured from the tip of the V. A second electron of the same mass moves in the triangular well $V(z)=eFz$ for $z>0$, with an impenetrable wall at $z=0$. This second well is the simplest model of an inversion layer under an insulator.

1. Find the conditions that fix the energies in the V-shaped well. Which of its levels does the triangular well share, and in what order do the levels lie?
2. Find the mean distance from the origin and, for even states, the probability density at the origin.
3. Obtain the levels from the phase-integral rule and interpret their spacing classically.
4. Replace the impenetrable wall by a barrier of finite height $U$ and electron mass $m_b$. How is the new condition related to those of part 1?
5. Evaluate the levels for a germanium (111) surface at $F=0.10$ MV/cm and 300 K. Take rough typical masses $m_l=1.6\,m_0$ and $m_t=0.08\,m_0$, relative permittivity 16 and gap 0.66 eV, with $m_0$ the free-electron mass. The chosen device values are a band bending of 0.50 eV, $10^{11}$ inversion electrons per cm², a mobility of 1000 cm²/Vs, and an insulator with $U=1.5$ eV, $m_b=0.4\,m_0$ and relative permittivity 6. Judge the neglected effects.

## Solution

### 1. The two families of levels

**Parity.** Since $V\to\infty$ on both sides, all states are bound and the spectrum is discrete. Let $\psi_1$ and $\psi_2$ be decaying solutions at the same energy. Both obey $\psi''=(2m/\hbar^2)(V-E)\psi$, so

$$(\psi_1\psi_2'-\psi_2\psi_1')'=\psi_1\psi_2''-\psi_2\psi_1''=0 .$$

The bracket on the left is constant and vanishes at infinity, so it is zero everywhere. Hence $\psi_1$ and $\psi_2$ are proportional, and no level is degenerate. Because $V(-x)=V(x)$, the function $\psi(-x)$ is also a solution at energy $E$. Therefore $\psi(-x)=c\,\psi(x)$, and applying the reflection twice gives $c^2=1$. Each state is even or odd.

The potential has a kink at the origin but no jump. Integrating the Schrödinger equation from $-\eta$ to $\eta$ gives

$$\psi'(\eta)-\psi'(-\eta)=\frac{2m}{\hbar^2}\int_{-\eta}^{\eta}(V-E)\psi\,dx\to0\quad(\eta\to0),$$

so $\psi'$ is continuous. An odd state has $\psi(0)=0$. An even state has an odd derivative, and continuity then requires $\psi'(0)=0$.

**Scaling.** For $x>0$ put $x=Ls$:

$$-\frac{\hbar^2}{2mL^2}\frac{d^2\psi}{ds^2}+eFL\,s\,\psi=E\psi .$$

The two coefficients are equal if $L^3=\hbar^2/(2meF)$. Their common value is

$$E_0=eFL=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.$$

Dividing by $E_0$ and writing $\lambda=E/E_0$ gives

$$\frac{d^2\psi}{ds^2}=(s-\lambda)\psi .$$

In the variable $t=s-\lambda$ this is Airy's equation $\psi''=t\psi$. Its solution $\mathrm{Bi}(t)$ grows at large $t$ and is excluded, which leaves $\psi\propto\mathrm{Ai}(s-\lambda)$. The conditions at $s=0$ are

$$\text{odd: }\mathrm{Ai}(-\lambda)=0,\qquad \text{even: }\mathrm{Ai}'(-\lambda)=0 .$$

Let $-a_n$ and $-b_n$ be the zeros of $\mathrm{Ai}$ and $\mathrm{Ai}'$, numbered outward from the origin. Then

$$E_n^{\rm odd}=E_0a_n,\qquad E_n^{\rm even}=E_0b_n,\qquad n=1,2,\dots$$

**Comparison with the hard wall.** In the triangular well the equation for $z>0$, the decay at infinity and the condition $\psi(0)=0$ are the same as for an odd V state. An odd state restricted to $x>0$ is therefore a hard-wall state. Conversely, the odd extension of a hard-wall state is continuous with a continuous slope, so it solves the V problem. The odd levels and the hard-wall levels coincide one by one. The half-line function is $\sqrt2$ times larger, because the odd state has half its probability on each side. Even states do not vanish at the origin, and the wall removes them.

**Order.** For $t\ge0$,

$$(\mathrm{Ai}\,\mathrm{Ai}')'=\mathrm{Ai}'^2+t\,\mathrm{Ai}^2>0 .$$

The product $\mathrm{Ai}\,\mathrm{Ai}'$ rises to zero at infinity, so it is negative for all $t\ge0$, and neither function has a zero there. For $t<0$, $\mathrm{Ai}''=t\,\mathrm{Ai}$ has the sign opposite to $\mathrm{Ai}$. Between neighbouring zeros of $\mathrm{Ai}$ the slope is therefore strictly monotonic and vanishes at most once. It must vanish at least once, since $\mathrm{Ai}$ returns to zero. On $(-a_1,0)$ the slope falls from a positive value to a negative one and vanishes once, at $-b_1$. Hence

$$b_1<a_1<b_2<a_2<\cdots$$

The ground state of the V is even, and the lowest hard-wall subband is its first excited level. All levels scale as $F^{2/3}m^{-1/3}$.

### 2. Size of the states

Normalize $\psi$ on the half-line, so that $P(s)=\psi^2$ has $\int_0^\infty P\,ds=1$. By symmetry, averages of $|x|$ and $x^2$ in the V well are the same as half-line averages. Differentiation with $\psi''=(s-\lambda)\psi$ gives

$$P'=2\psi\psi',\qquad P''=2\psi'^2+2(s-\lambda)P,$$
$$P'''=4\psi'\psi''+2P+2(s-\lambda)P'=4(s-\lambda)P'+2P,$$

because $4\psi'\psi''=4(s-\lambda)\psi\psi'=2(s-\lambda)P'$.

Multiply by $s$ and integrate by parts. The left side becomes $-\int_0^\infty P''ds=P'(0)=2\psi(0)\psi'(0)$, which is zero for both parities. The right side is $-4\int_0^\infty(2s-\lambda)P\,ds+2\langle s\rangle=-6\langle s\rangle+4\lambda$. Thus

$$\langle s\rangle=\frac{2\lambda}{3},\qquad \langle|x|\rangle=\frac{2E}{3eF}.$$

Multiply instead by $s^2$. The left side is $-2\int_0^\infty sP''ds=2\int_0^\infty P'ds=-2P(0)$. The right side is $-4\int_0^\infty(3s^2-2\lambda s)P\,ds+2\langle s^2\rangle=-10\langle s^2\rangle+8\lambda\langle s\rangle$. With $\langle s\rangle=2\lambda/3$,

$$\langle s^2\rangle=\frac{8\lambda^2}{15}+\frac{P(0)}{5}.$$

For odd states $P(0)=0$. For even states $P(0)$ follows from

$$(t\,\mathrm{Ai}^2-\mathrm{Ai}'^2)'=\mathrm{Ai}^2+2t\,\mathrm{Ai}\,\mathrm{Ai}'-2\mathrm{Ai}'\mathrm{Ai}''=\mathrm{Ai}^2 .$$

Integration from $-\lambda$ to infinity gives $\int\mathrm{Ai}^2dt=\lambda\,\mathrm{Ai}(-\lambda)^2+\mathrm{Ai}'(-\lambda)^2$. The last term vanishes for even states, so $P(0)=\mathrm{Ai}(-\lambda)^2/\int\mathrm{Ai}^2dt=1/\lambda$. On the whole line, and in terms of $x$, the density at the origin is

$$|\psi(0)|^2=\frac{1}{2\lambda L}.$$

### 3. Phase-integral levels

The turning points are $x=\pm E/(eF)$. For two smooth turning points the rule is $\int p\,dx=(k+\tfrac12)\pi\hbar$, with $k=0,1,2,\dots$ counting all levels of the V. Here

$$\int p\,dx=2\sqrt{2m}\int_0^{E/eF}\!\sqrt{E-eFx}\,dx=\frac{4\sqrt{2m}\,E^{3/2}}{3eF}=\frac{4\hbar}{3}\lambda^{3/2},$$

where the last step uses $E_0^{3/2}=\hbar eF/\sqrt{2m}$. Therefore

$$\lambda_k\approx\left[\frac{3\pi}{4}\left(k+\frac12\right)\right]^{2/3}.$$

Odd levels have $k=2n-1$, which gives $[\tfrac{3\pi}{2}(n-\tfrac14)]^{2/3}$. Even levels have $k=2n-2$, which gives $[\tfrac{3\pi}{2}(n-\tfrac34)]^{2/3}$. The V well thus supplies the hard-wall phase $\tfrac14$ without a separate rule for reflection at a wall.

For the lowest odd level the formula gives 2.320 against $a_1=2.338$, an error of 0.76 % relative to the Airy value. For the lowest even level it gives 1.115 against $b_1=1.019$, an error of 9.49 %.

At large $k$, differentiating $\lambda^{3/2}=\tfrac{3\pi}{4}(k+\tfrac12)$ gives a spacing $\Delta\lambda\approx\pi/(2\sqrt\lambda)$. Classically, the time from a turning point to the origin is $\sqrt{2mE}/(eF)$. A full period in the V takes four such times, so

$$\frac{2\pi\hbar}{T}=\frac{\pi\hbar eF}{2\sqrt{2mE}}=\frac{\pi E_0}{2\sqrt\lambda},$$

in agreement with the spacing. A particle bouncing on the wall needs two such times. Its period is half as long and its levels are twice as far apart, as they must be when every second level is missing.

### 4. A wall of finite height

Let the potential be $U>E$ for $z<0$. There $\psi\propto e^{\kappa z}$ with $\kappa=\sqrt{2m_b(U-E)}/\hbar$. The usual matching conditions at a mass step, continuity of $\psi$ and of $\psi'$ divided by the local mass, conserve the current. They give

$$\frac{\psi'(0^+)}{m}=\frac{\kappa\psi(0)}{m_b}\quad\Rightarrow\quad \psi(0)=\delta\,\psi'(0^+),\qquad \delta=\frac{m_b}{m\kappa}.$$

With $\psi=\mathrm{Ai}(z/L-\lambda)$ this becomes

$$\mathrm{Ai}(-\lambda)=\frac{\delta}{L}\,\mathrm{Ai}'(-\lambda).$$

The limit $\delta\to0$ is the odd condition, and $\delta\to\infty$ is the even one. Between them the lowest level moves steadily from $a_1$ down to $b_1$, because

$$\frac{d}{dt}\frac{\mathrm{Ai}}{\mathrm{Ai}'}=1-t\,\frac{\mathrm{Ai}^2}{\mathrm{Ai}'^2}>0\quad(t<0).$$

For small $\delta$, put $\lambda=a_n-\eta$. Then $\mathrm{Ai}(-a_n+\eta)\approx\eta\,\mathrm{Ai}'(-a_n)$, so $\eta=\delta/L$ and

$$\Delta E\approx-eF\delta .$$

The soft wall acts as a hard wall moved outward by $\delta$.

The same condition arises inside the V well if a repulsive spike $g\,\delta_D(x)$ is added at its tip, with $\delta_D$ the Dirac function. Odd states vanish there and do not shift. For even states the slope jumps by $2\psi'(0^+)=(2mg/\hbar^2)\psi(0)$, which is the condition above with $\delta=\hbar^2/(mg)$. As $g\to\infty$, each even level rises to the odd level just above it: the two halves separate into two hard-wall wells with equal energies.

### 5. The germanium surface

**Levels.** Germanium has four equivalent conduction valleys along the $\langle111\rangle$ axes. One axis is normal to the surface, and the confinement mass of that valley is $m_l$. The field is 0.010 V/nm. With $m=1.6\,m_0$,

$$E_0=13.35\ \text{meV},\qquad L=\frac{13.35\ \text{meV}}{10\ \text{meV/nm}}=1.335\ \text{nm}.$$

| $n$ | $b_n$ | $a_n$ | even (meV) | odd = hard wall (meV) |
|---|---|---|---|---|
| 1 | 1.0188 | 2.3381 | 13.6 | 31.2 |
| 2 | 3.2482 | 4.0879 | 43.4 | 54.6 |
| 3 | 4.8201 | 5.5206 | 64.4 | 73.7 |

The lowest even and odd levels are $2.18\times10^{-21}$ J and $5.00\times10^{-21}$ J. The mean distance in the lowest subband is $2(31.2)/(3\times10)=2.08$ nm. For the even ground state of the V it is 0.91 nm, with a density of 0.368 nm⁻¹ at the origin.

The first eight V levels were also computed by finite differences on $|x|\le18L$ with step $0.01L$. They agree with the Airy values to $1.1\times10^{-5}$ in relative terms. The first four hard-wall levels, found separately from 120 sine functions in a box of length $20L$, agree to $1.8\times10^{-10}$.

**The other valleys.** The other three axes make an angle with the normal whose cosine is $1/3$. With $w$ the inverse-mass tensor in units of $1/m_0$, and $x$ the in-plane direction of tilt,

$$w_{zz}=\frac{1/9}{1.6}+\frac{8/9}{0.08}=11.18 .$$

The kinetic energy contains $w_{zz}k_z^2+2w_{xz}k_xk_z+w_{xx}k_x^2$, which equals

$$w_{zz}\left(k_z+\frac{w_{xz}}{w_{zz}}k_x\right)^2+\left(w_{xx}-\frac{w_{xz}^2}{w_{zz}}\right)k_x^2 .$$

The shift of $k_z$ is a phase factor in $\psi$ and leaves $\psi(0)=0$ intact. The confinement mass is therefore $m_0/w_{zz}=0.0894\,m_0$, and the lowest level is $31.2\,(1.6/0.0894)^{1/3}=81.7$ meV. The second bracket, together with $w_{yy}=1/0.08$, gives an in-plane density-of-states mass of $0.338\,m_0$, compared with $0.08\,m_0$ in the normal valley.

**Occupation.** The spacing of the two lowest subbands, 23.4 meV, is smaller than $k_BT=25.9$ meV. With Fermi statistics and the chosen density, the lowest subband holds 26 % of the electrons and the tilted valleys hold 52 %. These valleys lie 50 meV higher, but there are three of them and each has a larger in-plane mass. These shares use the uncorrected levels. The barrier and image shifts below bring the tilted valleys closer to the lowest subband and increase their share. A model with one occupied subband fails here. The occupancy at the bottom of the lowest subband is 0.03, so the gas is nondegenerate.

**Corrections to the lowest level.**

- *Finite barrier.* From $\hbar^2/2m=E_0L^2=0.0238$ eV nm², the value for $m_b$ is 0.0952 eV nm². Then $\kappa=\sqrt{1.47/0.0952}=3.93$ nm⁻¹, $\delta=0.25/3.93=0.064$ nm and $\Delta E=-0.64$ meV. In the tilted valleys the ratio $m_b/m$ is 18 times larger, and the full condition of part 4 gives $-10.8$ meV. This value ignores the in-plane crystal momentum of these valleys, about 9 nm⁻¹. If that momentum is conserved into an insulator whose band minimum is at the zone centre, $\kappa$ is larger and the shift is about $-4.5$ meV.
- *Image force.* Take the insulator to be so thick that the gate behind it can be ignored; a nearby metal gate attracts the electron, which weakens the effect and, for an insulator only one or two nanometres thick, reverses its sign. The insulator is less polarizable than germanium, so an electron is repelled by its image. With relative permittivities $\epsilon_s$ and $\epsilon_i$, the energy is $e^2(\epsilon_s-\epsilon_i)/[16\pi\epsilon_0\epsilon_s(\epsilon_s+\epsilon_i)z]$. Solving with this term included raises the level by 6.0 meV.
- *Curvature of the depletion potential.* For uniform doping the field falls linearly to zero over $W=2(0.50\ \text{V})/F=100$ nm, and $V=eFz(1-z/2W)$. To first order the shift is $-eF\langle z^2\rangle/(2W)$. With $\langle z^2\rangle=\tfrac{8}{15}(3.12\ \text{nm})^2=5.2$ nm², it is $-0.26$ meV.
- *Field of the electrons.* Their charge adds 11.3 % to $F$ at the surface and less deeper in. The potential therefore lies below that of a uniform field $1.113F$, and in this mean-field picture the level rises by at most $31.2\,(1.113^{2/3}-1)=2.3$ meV.
- *Scattering.* This broadens the level; the shift that generally accompanies the broadening was not estimated. If the chosen mobility $\mu$ is assigned to the normal valley and the transport time is taken as the lifetime, then $\tau=\mu m_t/e$ and the width $\hbar/\tau$ is 14.5 meV, comparable with the subband spacing.

**Tunnelling and breakdown.** The lowest subband lies $0.66-0.50+0.03=0.19$ eV above the bulk valence edge, so elastic band-to-band tunnelling has no final states. The drop normal to the surface is also smaller than the gap, so by itself it cannot supply the energy for pair creation. Neither argument covers the drain end of a transistor, where the applied bias adds to the bending.

**Model and device.** The field corresponds to $8.8\times10^{16}$ acceptors per cm³, a plausible doping for a bulk channel. The chosen inversion charge is small compared with the depletion charge. The mobility and insulator values are choices, not data for a particular device. For the lowest normal-valley level and a very thick insulator, the largest shift found is that of the image force, about a fifth of 31 meV (a metal gate reduces it to about 2.5 meV behind 5 nm of insulator and 1 meV behind 3 nm); exchange and correlation, nonparabolic bands and the field inside the insulator were not estimated. At much higher electron densities the electrons supply much of the field, and a fixed $F$ is no longer a good starting point. In a thin fin or sheet a second wall matters for a level once the thickness falls below about twice its classical reach $E/(eF)$, which is 3.1 nm for the lowest subband and 8.2 nm for the lowest level of the tilted valleys. At fixed $F$ a second hard wall raises such a level by about 2.5 % at 1.5 times the reach and by about a quarter at the reach itself.

The V well itself would require a uniform sheet of positive charge, for instance of ionized donors. By Gauss's law their density is $2\epsilon_0\epsilon_sF/e=1.8\times10^{12}$ cm⁻², which means a mean donor spacing of 7.5 nm. A lateral ripple of that period decays from the sheet as $e^{-2\pi|x|/7.5\,\text{nm}}$, and at 0.91 nm it still has about half its strength. For separate donors $V(x)$ is therefore only the lateral average of the potential; how much the lateral variation changes the even levels was not estimated. The hard-wall levels do not depend on such a sheet: for them the V is a mirror construction. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
field F: 0.10 MV/cm
Ge masses long, trans: 1.6, 0.08 m_e (rough)
Ge permittivity, gap: 16.0, 0.66 eV (rough)
energy scale E0: 13.354 meV
length scale L: 1.335 nm
n=1: b=1.01879 a=2.33811 even=13.60 odd=31.22 meV
n=2: b=3.24820 a=4.08795 even=43.38 odd=54.59 meV
n=3: b=4.82010 a=5.52056 even=64.37 odd=73.72 meV
lowest even level: 2.180e-21 J
lowest odd level: 5.002e-21 J
max rel. error, V grid vs Airy: 1.1e-05
max rel. error, wall basis vs Airy: 1.8e-10
max rel. gap, odd V vs wall: 1.1e-05
phase-integral error, lowest even: 9.49 %
phase-integral error, lowest odd: 0.76 %
mean |x|, lowest even: 0.907 nm
mean |x|, lowest odd: 2.081 nm
contact density, lowest even: 0.368 1/nm
tilted-valley confinement mass: 0.0894 m_e
tilted-valley in-plane DOS mass: 0.338 m_e
tilted-valley lowest wall level: 81.66 meV
band bending (chosen): 0.50 eV
depletion width: 100.0 nm
acceptor density: 8.84e+16 cm^-3
donor sheet for the V well: 1.77e+12 cm^-2
mean donor spacing: 7.52 nm
barrier: 1.5 eV, 0.4 m_e, permittivity 6.0
barrier shift, normal valley: -0.64 meV
barrier shift, tilted valleys: -10.76 meV
image-force shift: 6.01 meV
depletion-curvature shift: -0.26 meV
electron density (chosen): 1.0e+11 cm^-2
own field / F: 11.3 %
own-field shift, upper bound: 2.31 meV
temperature: 300 K
thermal energy kT: 25.85 meV
odd spacing E2-E1: 23.37 meV
Fermi level from surface band edge: -59.2 meV
occupancy at lowest subband bottom: 0.0294
share in lowest subband: 25.8 %
share in tilted valleys: 52.4 %
mobility (chosen): 1000 cm2/Vs
scattering width hbar/tau: 14.5 meV
level above bulk valence edge: 0.191 eV
```
